# How Beam Energy Changes the Clearing Dose of Thin PMMA

**Question.** A thin PMMA film is cleared by a 50 keV electron beam. By what factor must the dose rise at 100 keV if the developer, the required deposited energy density and the relative backscatter contribution stay the same? How does this factor scale with energy, and what could change it?

**Answer.** The total Bethe collision loss gives a factor of about 1.60. If energetic secondary electrons escape from the film without replacement, the estimate becomes about 1.66 to 1.67. A defensible estimate under the stated conditions is therefore 1.6 to 1.7. The derivation shows where each part of it comes from.

## From dose to stopping power

Let $D$ be charge per area, so that $D/e$ electrons cross unit area. Each loses energy $S$ per unit path. At normal incidence, with little slowing or deflection in the film, the deposited energy density is

$$u=(1+\eta)\frac{DS}{e},$$

where $\eta$ is the backscattered contribution relative to the forward one. If $u$ and $\eta$ are the same at both energies,

$$\frac{D_{100}}{D_{50}}=\frac{S_{50}}{S_{100}}.$$

This assumes that the chemical change depends on energy density alone. It also equates energy lost by the beam with energy deposited locally, a point taken up below.

Let $T$ be kinetic energy, $\tau=T/mc^2$, $\gamma=1+\tau$, $\beta=v/c$, $n$ the electron density and $r=e^2/mc^2$ the classical electron radius in Gaussian units. Write $S=KL$ with

$$K=\frac{2\pi r^2mc^2n}{\beta^2}.$$

Here $K$ contains the speed dependence of a Coulomb collision, and $L$ counts the range of collisions that contribute.

## Distant collisions

Distant collisions act through the electric field in the medium. For a charge $q$ moving along $z$, use Fourier factors $e^{i(\mathbf k\cdot\mathbf r-\omega t)}$ and the gauge $\mathbf k\cdot\mathbf A=\epsilon\omega\phi/c$. Maxwell's equations give

$$\phi=\frac{4\pi\rho}{\epsilon(k_{\rm tot}^2-\epsilon\omega^2/c^2)},\qquad
\mathbf A=\frac{4\pi\rho\mathbf v/c}{k_{\rm tot}^2-\epsilon\omega^2/c^2}.$$

The source is $\rho=2\pi q\,\delta(\omega-k_zv)$, so $k_z=\omega/v$. Let $k$ be the transverse wave number. From $E_z=-ik_z\phi+i\omega A_z/c$,

$$E_z=-4\pi i\rho\frac{\omega}{v}F,\qquad
F=\frac{1/\epsilon-\beta^2}{k^2+\omega^2(1-\beta^2\epsilon)/v^2}.$$

The loss is $S=-qE_z$ at the particle. Integrating over $k_z$ gives $1/v$, and the transverse angle gives $2\pi$. Since $F(-\omega)=F(\omega)^*$, the two signs of frequency combine into $2i\,{\rm Im}F$:

$$S_{\rm soft}=-\frac{2e^2}{\pi v^2}\int_0^{k_c}k\,dk\int_0^\infty\omega\,{\rm Im}F\,d\omega .$$

For $k_c\gg\omega/v$, the $k$ integral of the denominator is

$$\frac12\left[\ln\frac{k_c^2v^2}{\omega^2}-\ln(1-\beta^2\epsilon)\right].$$

To treat the first logarithm, use the high-frequency response of free electrons, $\epsilon\simeq1-\omega_p^2/\omega^2$, with $\omega_p^2=4\pi ne^2/m$. Close the frequency integral of $\omega(1/\epsilon-1)$ by an arc in the first quadrant and the imaginary axis. On that axis $\epsilon$ and $\omega\,d\omega$ are real, so it adds no imaginary part. The arc gives $i\pi\omega_p^2/2$, hence

$$\int_0^\infty\omega\,{\rm Im}(-1/\epsilon)d\omega=\frac{\pi\omega_p^2}{2}.$$

Define the mean excitation energy $I=\hbar\omega_I$ by averaging $\ln\omega$ with this weight. The first logarithm then contributes $(e^2\omega_p^2/2v^2)\ln(k_c^2v^2/\omega_I^2)$.

The second contains $G=(1/\epsilon-\beta^2)\ln(1-\beta^2\epsilon)$. With $x=\omega_p^2/\omega^2$, its large-frequency expansion is

$$G\simeq(1-\beta^2)\ln(1-\beta^2)+x[\ln(1-\beta^2)+\beta^2].$$

The constant is real and drops out of the imaginary part. The same contour gives

$${\rm Im}\int_0^\infty\omega G\,d\omega=-\frac{\pi\omega_p^2}{2}[\ln(1-\beta^2)+\beta^2].$$

Its prefactor is $e^2/\pi v^2$. Since $e^2\omega_p^2/2v^2=K$ and $-\ln(1-\beta^2)=\ln\gamma^2$,

$$L_{\rm soft}=\ln\frac{k_c^2v^2\gamma^2}{\omega_I^2}-\beta^2.$$

The contour must not cross a singularity of the logarithm. For an insulator described by damped resonances, ${\rm Im}\,\epsilon>0$ inside the first quadrant, while on the imaginary axis $\epsilon$ falls from $\epsilon(0)$ to 1. The condition is therefore $\beta^2\epsilon(0)<1$. Here $\epsilon(0)$ means the electronic response; slow molecular motion is left out. For PMMA, a refractive index near 1.49 gives $\epsilon(0)\approx2.2$ and $\beta^2\epsilon(0)\approx0.67$ at 100 keV, so the condition holds at both energies and fails above roughly 180 keV.

A test model has resonances at 20 and 400 eV, with widths 5 and 100 eV. It has $\epsilon(0)=1.988$, so $\beta^2\epsilon(0)=0.597$ at 100 keV. Numerical frequency integration agrees with the formula within $10^{-5}$ in $L$ at both beam energies. At 1 MeV the condition fails, and the medium's screening lowers the model's $L$ by 0.443 relative to the formula. The result should not be extrapolated there without a density correction.

## Joining distant and close collisions

The wave-number cut must be related to an energy transfer. In the first Born approximation, the Coulomb matrix element is proportional to $1/q^2$. For a loss $E_n$ small compared with $T$, the cross-section for exciting an atom is

$$d\sigma_n=\frac{2\pi}{\hbar v}\left(\frac{4\pi e^2}{q^2}\right)^2|F_n|^2\frac{2\pi q\,dq}{(2\pi)^3\hbar v},$$

where $F_n=\langle n|\sum_j e^{i\mathbf q\cdot\mathbf x_j}|0\rangle$. With $Q=\hbar^2q^2/2m$, this becomes

$$d\sigma_n=\frac{2\pi e^4}{mv^2}|F_n|^2\frac{dQ}{Q^2}.$$

Energy loss needs the sum $\sum_nE_n|F_n|^2$. Let $\hat F=\sum_j e^{i\mathbf q\cdot\mathbf x_j}$. The kinetic energy gives

$$[H,\hat F]=\sum_j e^{i\mathbf q\cdot\mathbf x_j}\left(\frac{\hbar\mathbf q\cdot\mathbf p_j}{m}+Q\right),\qquad
[\hat F^\dagger,[H,\hat F]]=2ZQ$$

for $Z$ electrons. Its ground-state expectation is twice the required sum, because $\mathbf q$ and $-\mathbf q$ contribute equally for an inversion-symmetric or orientation-averaged target. Thus $\sum_nE_n|F_n|^2=ZQ$: binding disappears from the loss per interval $dQ/Q$.

For $I\ll Q\ll mv^2$, an electron recoils almost freely, with $W\simeq Q$. The cut can therefore be set at $W_c=\hbar^2k_c^2/2m$. The magnetic part of the distant loss builds up on the scale $k\sim\omega/v$: in the dilute limit about 30 percent of it lies below $\omega/v$ and 98 percent below $10\,\omega/v$. The cut lies well above this, since $Q=I$ already corresponds to $kv/\omega_I=\sqrt{2mv^2/I}\approx50$ at 50 keV. Hence

$$L_{\rm soft}=\ln\frac{2mc^2\beta^2\gamma^2W_c}{I^2}-\beta^2.$$

For a quantum oscillator with 74 eV level spacing and $Q_c$ equal to 30 spacings, explicit summation at 50 keV differs from the longitudinal logarithm $\ln(2mv^2Q_c/I^2)$ by $-0.0013$.

## Close collisions

Above $W_c$ the target electron is treated as free and initially at rest. Temporarily set $m=c=\hbar=1$. Label incoming momenta 1, 2 and outgoing momenta 3, 4, with $s=(p_1+p_2)^2$, $t=(p_1-p_3)^2$ and $u_M=(p_1-p_4)^2$. One-photon exchange, antisymmetrized for identical electrons, has amplitude

$$M=g^2\left[\frac{(\bar u_3\gamma_\mu u_1)(\bar u_4\gamma^\mu u_2)}{t}-\frac{(\bar u_4\gamma_\mu u_1)(\bar u_3\gamma^\mu u_2)}{u_M}\right],$$

where $g^2=4\pi r$ in these units. Spin sums turn the squared direct term into a product of two traces:

$$32[(p_1p_2)(p_3p_4)+(p_1p_4)(p_2p_3)-p_1p_3-p_2p_4+2].$$

Substitute $p_1p_2=p_3p_4=(s-2)/2$, $p_1p_3=p_2p_4=(2-t)/2$ and $p_1p_4=p_2p_3=(2-u_M)/2$. After averaging over four initial spin states, the numerator is $2[(s-2)^2+(u_M-2)^2+4t]$. The exchange term follows by swapping $t$ and $u_M$.

The interference trace has a four-momentum part $-8(s-2)^2$, a two-momentum part $16\sum_{i<j}p_ip_j=32(s-1)$ and a mass part $-32$. Their sum is $-8(s-2)(s-6)$. The factor $-2/4$ from interference and spin averaging makes it $+4(s-2)(s-6)/(tu_M)$.

Now put $w=W/mc^2$ and $w'=\tau-w$. Then $s=2+2\gamma$, $t=-2w$ and $u_M=-2w'$. The direct term becomes

$$2\left[\frac{2\gamma^2}{w^2}-\frac{2(\gamma+1)}w+1\right],$$

and the exchange term has $w'$ in place of $w$. Because $1/w+1/w'=\tau/(ww')$, adding the interference gives

$$\overline{|M|^2}=4g^4\left[\frac{\gamma^2}{w^2}+\frac{\gamma^2}{w'^2}+1-\frac{2\tau+1}{ww'}\right].$$

The two-body cross-section is $d\sigma/d|t|=\overline{|M|^2}/[16\pi s(s-4)]$, with $s(s-4)=4\beta^2\gamma^2$ and $d|t|=2\,dw$. Therefore

$$\frac{d\sigma}{dw}=\frac{2\pi r^2}{\beta^2}\left[\frac1{w^2}+\frac1{w'^2}+\frac1{\gamma^2}-\frac{2\tau+1}{\gamma^2ww'}\right].$$

This is the Møller cross-section. Explicit Dirac matrices reproduce it to a relative error of $3\times10^{-14}$ at the tested energies of 50, 100 and 1000 keV and transfers of 5, 20 and 50 percent of $T$.

The outgoing electrons are identical. Calling the faster one the primary limits $w$ to $\tau/2$ and counts each collision once. With $w_c=W_c/mc^2\ll\tau$, the four terms of the energy-weighted integral are

$$\ln\frac{\tau}{2w_c},\quad 1-\ln2,\quad\frac{\tau^2}{8\gamma^2},\quad-\frac{(2\tau+1)\ln2}{\gamma^2}.$$

Add $L_{\rm soft}$ and use $\beta^2\gamma^2=\tau(\tau+2)$. The cut cancels:

$$L=\ln\frac{\tau^2(\tau+2)}{2(I/mc^2)^2}+1-\beta^2+\frac{\tau^2/8-(2\tau+1)\ln2}{(\tau+1)^2}.$$

## Size and scaling

Take a 100 nm film with rough typical density 1.19 g/cm³ and $I=74$ eV. The formula unit C₅H₈O₂ then gives $n=386.5$ nm⁻³. The stopping powers are

$$S_{50}=0.05786\times13.22=0.765\ {\rm eV/nm},$$

$$S_{100}=0.03279\times14.54=0.477\ {\rm eV/nm}.$$

Their ratio separates into speed and logarithmic factors:

$$\frac{D_{100}}{D_{50}}=\frac{\beta_{100}^2}{\beta_{50}^2}\frac{L_{50}}{L_{100}}
=1.765\times0.9094=1.605.$$

A chosen dose of 500 µC/cm² at 50 keV supplies 31.21 electrons/nm² and the forward beam deposits $31.21\times0.765=23.9$ eV/nm³ in the total-loss model; backscatter multiplies this by $1+\eta$. Keeping this density requires about 802 µC/cm² at 100 keV.

At low speed, $\beta^2\to2\tau$ and $L\to2\ln(T/I)+1-\ln2$. Thus $D\propto T/L$, slightly weaker than proportional to energy. Applying this limit between 50 and 100 keV gives 1.812, an overestimate of the increase relative to the relativistic result. The speed part of the scaling is

$$\frac{d\ln\beta^2}{d\ln T}=\frac{2}{(1+\tau)(2+\tau)}.$$

It falls from 1 toward zero as $\beta$ approaches 1. The growth of $L$ reduces the dose exponent further. Across this particular doubling, the average exponent is $\ln1.605/\ln2=0.68$; it is not a universal power law.

## Energy that leaves the film

In a large, uniformly irradiated medium, secondaries leaving a small region are replaced by secondaries from elsewhere, so total stopping gives the local dose. A thin film need not have this balance. If energetic secondaries escape without replacement, a simple estimate counts only transfers below some energy $\Delta$. It ignores what faster secondaries deposit before they leave, so it somewhat overstates the lost energy. For $W_c\ll\Delta\ll T$, the leading restricted bracket is

$$L_\Delta\simeq\ln\frac{2mc^2\beta^2\gamma^2\Delta}{I^2}-\beta^2.$$

The numerical result retains the full Møller integrand up to $\Delta$. Setting the path length from $\Delta$ down to 200 eV equal to the film thickness gives $\Delta\approx1.7$ keV. This is a rough scale, because secondaries do not all travel straight out of the film.

The counted fraction of $S$ is 0.821 at 50 keV and 0.790 at 100 keV. More of the loss lies in energetic transfers at the higher beam energy, so the dose ratio rises to 1.669, or 834 µC/cm² from the same 500 µC/cm² starting dose. Halving or doubling $\Delta$ gives 1.664 or 1.672. This band does not cover the full model dependence: crediting the film with what faster secondaries deposit on their way out raises both counted fractions by about 0.04 and lowers the ratio to about 1.66, so its second decimal place is uncertain. The ratio is much less sensitive to the escape model than the absolute deposited energy is.

## What can change the factor

Several omissions matter little here. Changing $I$ by 10 percent leaves the total-loss ratio between 1.603 and 1.607. Oscillator estimates put the effect of inner-shell binding on $S$ at 50 keV below 0.1 percent. The beam loses about 77 eV in the film at 50 keV and 48 eV at 100 keV. This slowing, the path lengthening estimated from screened Rutherford scattering, and a 100 V retarding surface potential each change the ratio by less than 0.2 percent.

Backscatter can matter much more. With an illustrative $\eta=0.6$ at 50 keV, a value of 0.5 at 100 keV raises the total-loss ratio to $1.605\times1.6/1.5=1.71$. A value of 0.7 lowers it to 1.51. These are sensitivity cases, not predictions for a substrate.

For real PMMA processes, a dose of several hundred µC/cm² is a reasonable rough scale at these energies, but molecular weight, developer, temperature and pattern size affect it. In a patterned device, constant $\eta$ may fail: faster electrons return over a wider area, so a finite pattern can collect a different share of them at each energy. If this changed $\eta$ by 0.1 between the two energies, as in the cases above, the factor would move by about 6 to 7 percent. The change can be much larger for a pattern wide enough to collect most of the backscatter at 50 keV but not at 100 keV. For example, if $\eta$ fell from 0.6 to 0.2, the total-loss ratio would be $1.605\times1.6/1.2=2.14$, well outside the range given above. The estimate of 1.6 to 1.7 is thus a starting point for a dose test with the same resist, development and effective backscatter, and does not replace that test. The numerical output follows.

## Table of computed values

```
PMMA density (input): 1.19 g/cm3
mean excitation energy (input): 74 eV
film thickness (input): 100 nm
dose at 50 keV (input): 500 uC/cm2
electron density: 386.5 nm^-3
plasmon energy of all electrons: 23.09 eV
beta^2 at 50 keV: 0.1703
beta^2 at 100 keV: 0.3005
prefactor K at 50 keV: 0.05786 eV/nm
prefactor K at 100 keV: 0.03279 eV/nm
bracket L at 50 keV: 13.22
bracket L at 100 keV: 14.54
stopping power at 50 keV: 0.7651 eV/nm
stopping power at 100 keV: 0.4767 eV/nm
speed factor in dose ratio: 1.765
logarithmic factor in dose ratio: 0.9094
dose ratio, total stopping: 1.605
dose ratio, nonrelativistic limit: 1.812
incident electrons at 50 keV dose: 31.21 nm^-2
energy density, total stopping: 23.88 eV/nm3
dose at 100 keV, total stopping: 802.4 uC/cm2
secondary energy limit Delta: 1.67e+03 eV
fraction of S below Delta, 50 keV: 0.821
fraction of S below Delta, 100 keV: 0.79
dose ratio, restricted stopping: 1.669
restricted ratio, half Delta: 1.664
restricted ratio, double Delta: 1.672
dose at 100 keV, restricted: 834.3 uC/cm2
ratio with I 10 percent lower: 1.607
ratio with I 10 percent higher: 1.603
inner-shell effect on S at 50 keV: 0.017 percent
energy lost in film at 50 keV: 76.5 eV
energy lost in film at 100 keV: 47.7 eV
ratio with slowing in film: 1.6055
path excess at 50 keV: 0.12 percent
path excess at 100 keV: 0.035 percent
ratio with path lengthening: 1.6061
ratio with 100 V retarding surface: 1.6062
backscatter coefficient at 50 keV (input): 0.6
ratio if coefficient falls by 0.1: 1.712
ratio if coefficient rises by 0.1: 1.51
model static permittivity: 1.988
beta^2 times permittivity at 100 keV: 0.5974
field-loss test error in L, 50 keV: -6e-06
field-loss test error in L, 100 keV: -7.5e-06
density reduction of L in model, 1 MeV: 0.443
oscillator-sum test error in L: -0.0013
Moller test relative error: 2.9e-14
closed-bracket test error in L: 2e-05
```
